# The Kinematic Factor in Rutherford Backscattering from Heavier Atoms

A beam of light ions strikes an implanted crystal, and a detector at a fixed angle records the energies of the ions that return. An ion that has hit a heavy atom keeps more of its energy than one that has hit a lighter atom and leaves at the same angle. The detected energy can therefore identify the atom that was struck. This problem derives the relation between energy and mass and applies it to arsenic in silicon.

The probe has mass $M_1$, initial speed $v_0$ and kinetic energy $E_0=\tfrac12M_1v_0^2$. The target atom has mass $M_2>M_1$, is free and is at rest before the collision. Afterwards the probe has speed $v_1$ and energy $E_1=\tfrac12M_1v_1^2$, and it moves at the laboratory angle $\theta$ from its incident direction, with $0\le\theta\le180^\circ$. All speeds and energies are taken where probe and target are too far apart to interact. The collision is elastic: no energy goes into internal excitation. The motion is non-relativistic. The quantity sought is the kinematic factor
$$K=\frac{E_1}{E_0}=x^2,\qquad x=\frac{v_1}{v_0}\ge0 .$$
Energies are given in keV and masses in atomic mass units, u.

## (a) From the conservation laws to one equation

**Question.** Eliminate the motion of the struck atom and find an equation that contains only $x$, $\theta$ and the masses. Why does the force law not appear?

**Solution.** Let $\mathbf p_0$ and $\mathbf p_1$ be the probe momenta before and after the collision, and $\mathbf p_2$ the final momentum of the target. The target starts at rest, so momentum conservation reads
$$\mathbf p_0=\mathbf p_1+\mathbf p_2,\qquad\text{hence}\qquad \mathbf p_2=\mathbf p_0-\mathbf p_1 .$$
The angle between $\mathbf p_0$ and $\mathbf p_1$ is $\theta$. Squaring the vector difference gives
$$p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta .$$
With $p_0=M_1v_0$ and $p_1=M_1v_1=M_1xv_0$ this becomes
$$p_2^2=M_1^2v_0^2\,(1+x^2-2x\cos\theta).$$
The direction of the recoiling atom has dropped out, because the square of $\mathbf p_2$ is all that its kinetic energy requires.

Energy conservation between the two distant configurations is
$$\tfrac12M_1v_0^2=\tfrac12M_1v_1^2+\frac{p_2^2}{2M_2}.$$
Insert $p_2^2$ and divide by $\tfrac12M_1v_0^2$:
$$1=x^2+\frac{M_1}{M_2}(1+x^2-2x\cos\theta).$$
Multiplication by $M_2$ and a shift of $x^2$ to the left give
$$M_2(1-x^2)=M_1(1+x^2-2x\cos\theta). \tag{1}$$

During the encounter part of the energy is potential energy, but this part vanishes at large separation both before and after. Equation (1) therefore holds for any conservative force between the two bodies that dies out with distance, screened or not. The force law and the impact parameter decide which angle results from a given encounter, and hence how many ions reach the detector. They do not change the energy that belongs to a given angle.

## (b) The kinematic factor

**Question.** Solve equation (1) for $x$, decide which root is physical, and give $K$.

**Solution.** Expand both sides of (1):
$$M_2-M_2x^2=M_1+M_1x^2-2M_1x\cos\theta .$$
Collecting everything on one side, in powers of $x$, gives
$$(M_1+M_2)x^2-2M_1x\cos\theta-(M_2-M_1)=0. \tag{2}$$
The quadratic formula, after a common factor 2 is cancelled, yields
$$x_\pm=\frac{M_1\cos\theta\pm\sqrt{M_1^2\cos^2\theta+(M_1+M_2)(M_2-M_1)}}{M_1+M_2}.$$
The expression under the root simplifies with $\cos^2\theta-1=-\sin^2\theta$:
$$M_1^2\cos^2\theta+M_2^2-M_1^2=M_2^2-M_1^2\sin^2\theta .$$
Define its positive square root as
$$S=\sqrt{M_2^2-M_1^2\sin^2\theta}.$$
It is real at every angle, since $M_1\sin\theta\le M_1<M_2$.

The product of the two roots of (2) is the constant term divided by the leading coefficient:
$$x_+x_-=-\frac{M_2-M_1}{M_1+M_2}<0 .$$
One root is thus positive and the other negative. A ratio of speeds cannot be negative, and the larger root $x_+$ is the positive one. Therefore
$$x=\frac{M_1\cos\theta+S}{M_1+M_2},$$
$$K=\left[\frac{M_1\cos\theta+\sqrt{M_2^2-M_1^2\sin^2\theta}}{M_1+M_2}\right]^2. \tag{3}$$

Multiplying both masses by the same number leaves (3) unchanged, so $K$ depends on the masses through the ratio $M_2/M_1$ alone. It does not depend on $E_0$ within non-relativistic mechanics.

## (c) Limiting cases

**Question.** Evaluate $K$ at $0^\circ$, $90^\circ$ and $180^\circ$, for a very heavy target, and as $M_2$ approaches $M_1$.

**Solution.** At $\theta=0$, $S=M_2$ and $x=(M_1+M_2)/(M_1+M_2)=1$. A probe that is not deflected has given no momentum to the atom, and so no energy.

At $90^\circ$ the cosine vanishes and $S^2=M_2^2-M_1^2=(M_2-M_1)(M_2+M_1)$. Then
$$K(90^\circ)=\frac{(M_2-M_1)(M_2+M_1)}{(M_1+M_2)^2}=\frac{M_2-M_1}{M_2+M_1}.$$
At $180^\circ$, $\cos\theta=-1$ and again $S=M_2$, so
$$K(180^\circ)=\left(\frac{M_2-M_1}{M_2+M_1}\right)^2 .$$
The value for direct reversal is the square of the value at a right angle.

For $M_2\gg M_1$, rewrite (1) as
$$1-K=\frac{M_1}{M_2}(1+x^2-2x\cos\theta).$$
The prefactor is small, so $x$ is close to 1 and may be replaced by 1 in the bracket at leading order:
$$1-K\simeq\frac{2M_1}{M_2}(1-\cos\theta). \tag{4}$$
A very heavy atom acts as a fixed wall: it can take up momentum while taking little energy. The lost fraction falls as $1/M_2$, so the signals of heavy elements crowd together just below $E_0$.

As $M_2\to M_1$, $S\to M_1|\cos\theta|$ and
$$x\to\tfrac12(\cos\theta+|\cos\theta|).$$
For forward angles this gives $K\to\cos^2\theta$. For angles of $90^\circ$ and more it gives $K\to0$: the energy available for backscattering disappears as the target becomes as light as the probe.

## (d) Why the target must be heavier

**Question.** Interpret equation (2) in the centre-of-mass frame, and find what changes if $M_1>M_2$.

**Solution.** The centre of mass moves with velocity $\mathbf V$ along the beam, where
$$V=\frac{M_1v_0}{M_1+M_2}.$$
Seen from it, the incoming probe has speed
$$u=v_0-V=\frac{M_2v_0}{M_1+M_2}.$$
In this frame the two momenta are equal and opposite, so the total kinetic energy is fixed by their common magnitude. An elastic collision preserves that energy, and hence $u$; it can only turn the velocity. The final laboratory velocity $\mathbf v_1$ of the probe therefore ends on a sphere of radius $u$ centred at $\mathbf V$:
$$|\mathbf v_1-\mathbf V|^2=u^2,\qquad v_1^2-2v_1V\cos\theta+V^2-u^2=0 .$$
The constant term is
$$V^2-u^2=\frac{M_1^2-M_2^2}{(M_1+M_2)^2}v_0^2=-\frac{M_2-M_1}{M_1+M_2}v_0^2 ,$$
and division by $v_0^2$, followed by multiplication by $M_1+M_2$, reproduces (2).

Since $V/u=M_1/M_2$, a heavier target means $V<u$. The point of zero laboratory velocity then lies inside the sphere, and a ray drawn from it in any direction meets the sphere once. This is the geometric reason for the single positive root.

For $M_1>M_2$ the point lies outside. A ray can meet the sphere twice, touch it, or miss it. In algebraic terms, real roots require $M_1\sin\theta\le M_2$, and the product $x_+x_-$ is now positive. The sum of the roots, $2M_1\cos\theta/(M_1+M_2)$, must also be positive if the roots are to be positive, which restricts $\theta$ to forward angles. The largest angle is
$$\theta_{\max}=\arcsin\frac{M_2}{M_1}.$$
Below it there are two possible energies at each angle; above it there is none.

For a probe of mass 4 u and a target of mass 1 u, $\theta_{\max}=\arcsin(1/4)=14.48^\circ$. At $10^\circ$ there are two positive roots, and at $16^\circ$ there is none. A detector at a backward angle thus receives no helium from a single elastic collision with hydrogen at rest.

## (e) Reading the mass from the energy

**Question.** Invert the relation to find $M_2$ from a measured $E_1$. A helium-4 beam of 2000 keV gives a surface signal at 1600 keV at $\theta=170^\circ$. What target mass does this imply?

**Solution.** Equation (1) is linear in $M_2$, so there is no need to invert the square root in (3). The division by $1-x^2$ is allowed if $x\ne1$. To see when this holds, write the bracket on the right of (1) as
$$1+x^2-2x\cos\theta=(x-\cos\theta)^2+\sin^2\theta .$$
For $x\ge0$ it vanishes only at $\theta=0$ and $x=1$. At any other angle it is positive, so $1-x^2$ is positive as well, and
$$M_2=M_1\frac{1+x^2-2x\cos\theta}{1-x^2},\qquad \theta>0. \tag{5}$$
In the forward direction every mass gives $K=1$, and the energy carries no information about the target.

Take the mass number 4 as the nominal probe mass in u. The signal has $x^2=1600/2000=0.8$ and $x=0.89443$. With $\cos170^\circ=-0.98481$,
$$M_2=4\;\frac{1+0.8+2(0.89443)(0.98481)}{1-0.8}\ \text{u}=4\;\frac{3.5617}{0.2}\ \text{u}=71.23\ \text{u}.$$
The decimals are those of the arithmetic. How many are meaningful depends on the energy resolution, which is treated next. The word "surface" is essential too: an ion scattered below the surface also loses energy on its way in and out, and (5) would then return too small a mass.

## (f) Sensitivity to mass and angle

**Question.** Find $\partial K/\partial M_2$ and $\partial K/\partial\theta$. What do they say about mass resolution and the placing of the detector?

**Solution.** It is simplest to differentiate (2), keeping the other variables fixed. For the target mass,
$$x^2+2(M_1+M_2)x\frac{\partial x}{\partial M_2}-2M_1\cos\theta\frac{\partial x}{\partial M_2}-1=0 .$$
The solution found in (b) can be written $(M_1+M_2)x-M_1\cos\theta=S$. The two terms with the derivative therefore combine to $2S\,\partial x/\partial M_2$, and
$$\frac{\partial x}{\partial M_2}=\frac{1-x^2}{2S}.$$
Since $K=x^2$, its derivative is $2x\,\partial x/\partial M_2$:
$$\frac{\partial K}{\partial M_2}=\frac{x(1-x^2)}{S}. \tag{6}$$
This is positive for $\theta>0$: at a fixed angle, a heavier atom returns a more energetic probe.

For the angle, differentiation of (2) gives
$$2(M_1+M_2)x\frac{\partial x}{\partial\theta}-2M_1\cos\theta\frac{\partial x}{\partial\theta}+2M_1x\sin\theta=0,$$
so that $\partial x/\partial\theta=-M_1x\sin\theta/S$ and
$$\frac{\partial K}{\partial\theta}=-\frac{2M_1K\sin\theta}{S}. \tag{7}$$
$K$ falls steadily between $0^\circ$ and $180^\circ$, and its slope vanishes at both ends.

If the detector cannot distinguish energies closer than $\delta E$, the corresponding mass interval is, to first order,
$$\delta M\simeq\frac{\delta E}{E_0\,\partial K/\partial M_2}. \tag{8}$$
For a heavy target, differentiating (4) gives $\partial K/\partial M_2\simeq2M_1(1-\cos\theta)/M_2^2$. In this limit and at fixed $\delta E$, the mass interval grows as $M_2^2$, and it is smallest near $180^\circ$, where $1-\cos\theta$ is largest. Both statements need a heavy target. The approximate slope overestimates (6): for 2000 keV helium-4 at $170^\circ$ it gives 40.5 keV/u for mass 28 and 5.65 keV/u for mass 75, against the exact 23.4 and 4.58 keV/u found in (g). Expanding (6) to second order about $180^\circ$ shows that it has a maximum there only if $\mu^2+4\mu-1<0$, with $\mu=M_1/M_2$, that is for $M_2/M_1>2+\sqrt5\approx4.24$. Silicon and arsenic meet this condition with helium-4. For carbon-12 and oxygen-16 the slope (6) is largest near $116^\circ$ and $153^\circ$.

A detector near $180^\circ$ has a second advantage. Put $\theta=180^\circ-\eta$, with $\eta$ small and in radians. Then $\sin\theta\simeq\eta$ and $S\simeq M_2$, and (7) becomes $\partial K/\partial\eta\simeq2M_1K\eta/M_2$. Integration from $\eta=0$, with $K$ on the right replaced by its value at $180^\circ$, gives
$$K\simeq K(180^\circ)\left(1+\frac{M_1}{M_2}\eta^2\right).$$
The spread of angles accepted by the detector therefore enters the energy only at second order around exact reversal.

## (g) Arsenic implanted in silicon

**Question.** For 2000 keV helium-4 at $\theta=170^\circ$, find the surface signals of silicon-28 and arsenic-75 and their mass resolutions. Take a detector resolution of 15 keV and use mass numbers as nominal masses in u.

**Solution.** The common quantities are $M_1\cos\theta=-3.9392$ u and $M_1\sin\theta=0.6946$ u. For silicon,
$$S=\sqrt{28^2-0.6946^2}\ \text{u}=27.9914\ \text{u},$$
$$x=\frac{-3.9392+27.9914}{32}=0.75163,\qquad K=x^2=0.56495 .$$
For arsenic,
$$S=\sqrt{75^2-0.6946^2}\ \text{u}=74.9968\ \text{u},$$
$$x=\frac{-3.9392+74.9968}{79}=0.89946,\qquad K=0.80903 .$$

Multiplication by 2000 keV gives surface signals at 1130 keV for silicon and 1618 keV for arsenic, 488 keV apart. The struck atoms carry away the rest: 870 keV and 382 keV. Since silicon below the surface gives signals below 1130 keV, arsenic stands clear of the silicon signal until energy loss in the solid has lowered its own signal by 488 keV. This statement assumes single scattering and a matrix of silicon-28. In natural silicon the weak silicon-30 signal begins at 1174 keV, which leaves 444 keV.

At $90^\circ$ the factors would be 0.75000 and 0.89873. The separation would then be $2000\times0.14873=297$ keV, much less than at $170^\circ$. At $180^\circ$ they are 0.56250 and 0.80772, a separation of 490 keV. Little is lost by placing the detector ten degrees away from reversal.

The mass sensitivities follow from (6):
$$E_0\frac{\partial K}{\partial M_2}=2000\,\frac{0.75163\times0.43505}{27.9914}=23.4\ \text{keV/u}\quad\text{(silicon)},$$
$$E_0\frac{\partial K}{\partial M_2}=2000\,\frac{0.89946\times0.19097}{74.9968}=4.58\ \text{keV/u}\quad\text{(arsenic)}.$$
With $\delta E=15$ keV, equation (8) gives $\delta M=0.64$ u near silicon and 3.3 u near arsenic. Neighbouring mass numbers that give signals of comparable strength can be told apart near silicon but not near arsenic. A weak signal beside a strong one needs more separation: silicon-29, about 5 per cent of natural silicon, lies 23 keV above silicon-28, and for Gaussian lines of 15 keV full width it appears only as a shoulder.

This also puts the mass of 71.23 u from part (e) in perspective. Its signal lies 18 keV below that of surface arsenic, only slightly more than the detector resolution. Arsenic below the surface could give the same signal if the path in the solid lowered its detected energy by 18 keV. The energy alone does not decide between a lighter atom at the surface and arsenic at some depth.

Equation (7), converted from radians to degrees by the factor $\pi/180$, gives $-0.98$ keV per degree for silicon and $-0.52$ keV per degree for arsenic. An angular spread of one degree thus broadens either signal by far less than 15 keV.

## (h) Where the assumptions enter

**Question.** How large is the relativistic correction in this example, and when do the other assumptions fail?

**Solution.** Let $m_1c^2$ and $m_2c^2$ be the rest energies. The probe momenta now obey $p_i^2c^2=E_i(E_i+2m_1c^2)$ for $i=0,1$, and energy conservation becomes
$$E_0-E_1=\sqrt{m_2^2c^4+p_2^2c^2}-m_2c^2,$$
with $p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta$ as before. Solving this equation for $E_1$ by a bracketed numerical root search gives energies lower than those of (3) by 0.13 keV for silicon and 0.08 keV for arsenic. These shifts are below one per cent of the 15 keV resolution. They are also smaller than the effect of rounding the masses: the mass of silicon-28 is about 0.02 u below 28 u, and by the sensitivity found in (g) this alone moves its signal by about 0.5 keV.

A target atom in a crystal is bound, with an energy of roughly a few eV. The recoil energies of 870 and 382 keV are larger by about five orders of magnitude, so the atom may be treated as free in this energy balance. At very small angles the transferred energy tends to zero, by (4), and this argument fails.

The target is not perfectly at rest either. If it starts with velocity $\mathbf w$ and receives momentum $\mathbf q$, its kinetic energy rises by
$$\frac{(M_2\mathbf w+\mathbf q)^2}{2M_2}-\frac{M_2w^2}{2}=\frac{q^2}{2M_2}+\mathbf q\cdot\mathbf w .$$
The extra term is at most a fraction $2M_2w/q$ of the first. Thermal motion therefore broadens the signal. It may be neglected when $qw$ is small compared with the energy differences that are to be resolved; it is not enough that $w$ is small compared with the recoil speed $q/M_2$.

Finally, if the collision excites either partner by an energy $Q$, the balance in part (a) becomes
$$1=x^2+\frac{M_1}{M_2}(1+x^2-2x\cos\theta)+\frac{Q}{E_0}.$$
Equation (3) then requires $Q$ to be negligible beside the energy differences that are to be resolved.

Numerical values quoted here were computed with a short program.
